Floating-gate discharge by Fowler-Nordheim current: the logarithmic law derived twice

DEFINITIONS AND CONVENTIONS

A floating gate is a conductor surrounded by insulator. One face is separated from a silicon channel by a tunnel oxide of thickness d and area a. The algebra uses atomic units, in which ħ, the electron mass, the elementary charge and 4πε₀ equal one. The oxide permittivity is then

ε = κ/(4π),

where κ is its ratio to the vacuum value. The symbols are:

Q: charge on the floating gate, negative for stored electrons
V: floating-gate potential relative to the grounded channel
V_c: control-gate potential, held fixed
C_t = εa/d: tunnel-oxide capacitance
C_c: capacitance to the control gate
C_T: total capacitance of the floating gate
γ = C_t/C_T
F = −V/d: oxide field, positive when electrons are driven to the channel
φ: barrier height above the Fermi level of the gate
m: electron mass in the oxide divided by the free mass

The current density J is counted positive for electrons leaving the gate. The claim is that, if J = A F² exp(−B/F) with constant A and B, then

exp(B/F) = exp(B/F₀) + t/τ,  τ = ε/(γAB),  (1)

where F₀ is the field at t = 0. This is exact for the stated current law and linear capacitors. It makes 1/F linear in ln t at late times, so F itself falls as an inverse logarithm.

THE CURRENT LAW

Both derivations need J(F), so its origin and its limits come first. Take a cold emitter with a deep and wide Fermi sea; cold means that the thermal energy k_BT is small against the width D found below. Consider an electron at energy w below the Fermi level, with momentum k parallel to the interface. At distance x into the oxide the potential energy, measured from the Fermi level, is φ − Fx. If k is conserved, the decay constant K for motion along x obeys

K² = 2m(φ + w − Fx) + k² = 2m(H − Fx),  H = φ + w + k²/(2m).

In the WKB approximation with unit prefactor the transmission probability is exp(−S), where S is twice the integral of K up to the turning point x = H/F:

S = 2√(2m) ∫ √(H − Fx) dx = 4√(2m) H^{3/2}/(3F).

At w = k = 0 this equals B/F, with

B = (4/3)√(2m) φ^{3/2}.

States with two spins have density 2/(2π)³ in momentum space. The flux carries a factor v_x = ∂E/∂k_x, and v_x dk_x = dE at fixed k. Hence

J = (1/4π³) ∫dw ∫d²k exp(−S).

Let q = √(2mφ). Since dS/dH = 2√(2mH)/F, the slope at H = φ is 2q/F. Expanding S to first order gives

S ≈ B/F + [w + k²/(2m)]/D,  D = F/(2q).

The energy D is the width of the emitted distribution. The w integral gives D and the k integral gives 2πmD, so

J = mD² exp(−B/F)/(2π²).

With D² = F²/(4q²) = F²/(8mφ), this becomes

J = A F² exp(−B/F),  A = 1/(16π²φ).

The oxide mass cancels from A: a heavier mass narrows the energy distribution but widens the range of parallel momentum that contributes. The cancellation rests on conserved k and on the unit prefactor. If the transmission is instead taken to depend only on the normal energy in a free-electron emitter, as in the form often fitted to silicon–silica data, A is larger by 1/m; for the example below this is a factor 2.4 and moves the field at 1 s from 7.42 to 7.23 MV/cm. Exact matching to a free-electron sea 5 eV deep gives about 1.9 times the closed current at 10 MV/cm for m = 0.42, and this factor depends on m. Law (1) holds for any constant A, with τ = ε/(γAB).

The cost of the linear expansion follows from the next term. Put s = w + k²/(2m). Because dS/dH varies as H^{1/2}, the second derivative at φ is 1/(2φD), which adds s²/(4φD) to S. At fixed s the available states have weight proportional to s, so the mean of s² is

∫s³ exp(−s/D)ds / ∫s exp(−s/D)ds = 6D².

The leading relative change of J is therefore −6D²/(4φD) = −3D/(2φ).

FIRST DERIVATION: THE FIELD AS A CONTINUOUS VARIABLE

The charge on the floating gate is the sum of the charges on its capacitors. With every electrode except the control gate grounded,

Q = C_T V − C_c V_c.

Electrons leaving the gate make Q less negative, so dQ/dt = +Ja. The fixed bias V_c disappears on differentiation, and

dF/dt = −(1/d) dV/dt = −Ja/(C_T d).

Since C_T = C_t/γ = εa/(γd), this is

dF/dt = −γJ/ε = −(γA/ε) F² exp(−B/F).  (2)

A constant potential drop in the silicon would shift V by a constant and leave (2) unchanged.

Now define u = exp(B/F), the reciprocal of the tunnelling probability at the Fermi level. By the chain rule,

du/dt = −(B/F²) u dF/dt.

Insert (2). The minus signs cancel, F² cancels 1/F², and u cancels exp(−B/F):

du/dt = γAB/ε = 1/τ.

The right side is constant. Integration from zero to t gives u − exp(B/F₀) = t/τ, which is (1).

The power of F in the prefactor matters. If J had the prefactor Fⁿ, the same steps would give du/dt proportional to F^{n−2}, and the growth would be linear for n = 2 alone. In a numerical test the mean growth rate of u between 7.0 and 6.9 MV/cm was divided by that between 10.0 and 9.9 MV/cm. The ratio was 1.0000 for F² and 0.698 for F³; the ratio of the mid-interval fields is 6.95/9.95 = 0.698.

The time constant can be reduced further. From the expressions for A and B,

AB = (4/3)√(2m) φ^{3/2}/(16π²φ) = q/(12π²),

τ = (κ/4π)(12π²)/(γq) = 3πκ/(γq).

Thus τ itself contains no exponential. The strong dependence on the starting field sits in

t₀ = τ exp(B/F₀).

SECOND DERIVATION: COUNTING ELECTRONS

Charge actually leaves in single electrons. Each departure lowers F by

δ = 1/(C_T d) = γ/(εa),

because the elementary charge is one. After n departures the field is F_n = F₀ − nδ. Suppose that the chance of a departure per unit time depends only on the present field and equals aJ(F_n). The waiting time for the next electron then has an exponential distribution with mean

h(F_n) = 1/[aJ(F_n)].

The mean time at which the field first reaches F = F_N is the sum of these means:

⟨t⟩ = h(F₀) + h(F₁) + … + h(F_{N−1}).  (3)

No differential equation for the field has been used. To evaluate the sum, note that

d ln J/dF = 2/F + B/F² > 0,

so h rises as the field falls. In each step the sum uses the value of h at the higher field, which is the smallest value in that step. It therefore lies below the integral

I = (1/δ) ∫ h(F′) dF′, taken from F to F₀.

Using the value at the lower field in each step would overestimate the integral, and would change the sum by h(F) − h(F₀). Hence

I − [h(F) − h(F₀)] < ⟨t⟩ < I.  (4)

In I the area cancels, since 1/(δa) = ε/γ:

I = (ε/γA) ∫ exp(B/F′) dF′/F′².

Substitute y = 1/F′, with dy = −dF′/F′². The minus sign reverses the limits, so y runs from 1/F₀ to 1/F:

I = (ε/γA) ∫ exp(By) dy = τ[exp(B/F) − exp(B/F₀)].

This is (1) again, now read as the mean time needed to reach a chosen field.

The difference between sum and integral can be sized. At late times I ≈ τ exp(B/F), while h(F) = exp(B/F)/(aAF²). Their ratio is

h(F)/I ≈ γB/(εaF²) = Bδ/F² = 1/L,  L = F²/(Bδ).

L is the number of electrons whose departure changes the tunnelling exponent B/F by one. The granularity correction to the mean time is at most about 1/L.

Counting also gives the scatter. Independent exponential waits have variances h², which add. Near the end of the discharge h decreases with the number j of electrons counted backwards, to leading order in F/B, as exp(−j/L). The mean time is then hL and the variance is h²L/2. Hence

(standard deviation of t)/⟨t⟩ ≈ 1/√(2L).  (5)

WHAT EACH DERIVATION ASSUMES

Both use the same current law, linear capacitors, a fixed bias and no other leakage. They differ in what they average. The first treats charge as continuous and evaluates J at a single, sharp field; it yields the field at a given time. The second needs departures without memory, and yields the mean time to a given field, with its scatter. The two readings merge when L is large. For small L, (3) remains valid under its own assumptions, while (1) becomes an approximation to it. The first route shows at once how another prefactor bends the law; the second shows that most of the elapsed time is spent waiting for the last L or so electrons.

EARLY AND LATE LIMITS

Solving (1) for the field gives

F = B/ln[exp(B/F₀) + t/τ] = B/[B/F₀ + ln(1 + t/t₀)].  (6)

For t ≪ t₀ the logarithm is t/t₀, and F ≈ F₀ − F₀²t/(Bt₀). Since 1/t₀ = (γAB/ε)exp(−B/F₀), the slope is −γJ(F₀)/ε, as (2) requires. The early decay is linear.

For t ≫ t₀ the first term in the logarithm is negligible, so

1/F ≈ (1/B) ln(t/τ).

The starting field has dropped out. A gate that starts higher loses its excess quickly and joins the same curve. Differentiating (6) at any time gives

dF/d(log₁₀ t) = −ln10 · (F²/B) · t/(t + t₀).  (7)

The late slope is proportional to F², so F is nearly straight against log t over a short span and flattens over a long one. The current follows from J = AF²/u and u = (t + t₀)/τ:

J = εF²/[γB(t + t₀)].

It falls slightly faster than 1/t at late times, because F² also decreases.

WHERE THE TRIANGLE ENDS

The turning point φ/F must lie inside the oxide, so Fd > φ is required, with a margin of a few D for the deeper electrons in the WKB picture (the trapezoid adds 3% to the current at a margin of 3D). WKB ignores reflection at the far interface. If the electron crosses the 8 nm oxide of the example below coherently into a free-electron anode, the current oscillates with field on the energy scale (F²/2m)^{1/3}, about 0.25 eV near the edge. It lies between about 0.5 and 1.4 times the value for an unbounded triangle from 4.2 to 5.5 MV/cm, and within 8% of it from 7 to 10 MV/cm. Below F = φ/d the barrier is a trapezoid, and the action integral stops at x = d:

S = 2√(2m) ∫ √(φ − Fx) dx = (B/F)[1 − (1 − Fd/φ)^{3/2}].

This is smaller than B/F. Equation (1) then underestimates the tunnelling and must not be continued to zero field.

A SILICON FLOATING GATE

Take an n-type polysilicon gate on 8 nm of silica, with φ = 3.1 eV, m = 0.42, κ = 3.9 and γ = 0.4. The remaining capacitance belongs to the control gate, held at −10 V, so C_c/C_T = 0.6. The tunnel area is a square of side 100 nm. The start charge satisfies Q/C_T = −2 V, so V = −2 − 0.6 × 10 = −8 V and F₀ = 10 MV/cm. These figures, and the voltages below, take no flat-band voltage and no band bending. For an n⁺ gate over a p-type channel, with a flat-band voltage near −1 V and classical accumulation, the same charge and bias give about 9.0 MV/cm. The zero-bias field is then about 1.6 rather than 2.5 MV/cm, and the charge passes zero near 6.5 MV/cm, after about 75 s rather than 0.7 s.

The formulas give B = 241.6 MV/cm, q = 5.85 nm⁻¹ and τ = 7.19 × 10⁻¹⁵ s. With B/F₀ = 24.16, the initial time scale is t₀ = 2.24 × 10⁻⁴ s. At the start D = 0.0855 eV, so the expected linearization error is −1.5 × 0.0855/3.1, or −4.1%. The double integral over states with the full S gives 0.962 of the closed current; higher terms account for the small remainder. The emitter is not cold at room temperature: at 300 K, k_BT/D is 0.30 at 10 MV/cm, 0.41 at 7.42 and 0.64 at 4.74. A metal emitter then carries 1.13, 1.31 and 2.2 times the closed current at these fields (5 times at 4.74 MV/cm and 398 K). At 300 K the fields at 1 s and 10⁸ s listed below become 7.36 and 4.67 MV/cm.

After 1 s, exp(B/F) has grown by the factor 4466, whose logarithm is 8.404. Thus

F = 241.63/(24.163 + 8.404) = 7.42 MV/cm.

The fields at successive times are:

t = 0.1 ms: 9.85 MV/cm
t = 1 ms: 9.34 MV/cm
t = 10 ms: 8.63 MV/cm
t = 0.1 s: 7.98 MV/cm
t = 1 s: 7.42 MV/cm
t = 10⁸ s: 4.74 MV/cm

The last entry is an extrapolation with the bias held throughout. Eight further decades of time remove about as much field as the first second. Direct numerical integration of the capacitor charge over this whole interval agrees with (1) to a relative error of 1.3 × 10⁻¹¹ in exp(B/F) at the sampled times. This tests the solution of (2), not the physics of the current law.

At 1 s equation (7) gives −0.524 MV/cm per decade. Starting instead at 11 MV/cm, with the same bias and geometry, changes the field at 1 s by only 5 × 10⁻⁵ MV/cm.

The field loss of 2.58 MV/cm removes ε(F₀ − F)/γ = 2.23 μC/cm², or 1390 electrons. The potential V rises by 2.065 V. A transistor threshold is the control voltage that produces a certain V, so it falls by 2.065/0.6 = 3.44 V. The gate charge passes zero at about 0.7 s, when V = −6 V and F = 7.5 MV/cm. If no electrons enter from the control gate, the bias keeps the current flowing, and the gate then becomes positive.

Each electron lowers the field by 2.58/1390 = 0.00186 MV/cm. At 1 s, F²/B = 0.228 MV/cm, so L ≈ 123. The granularity correction to the mean time is at most about 0.8%, and (5) gives a scatter of about 6% in the time to reach this field. Multiplied by F²/B, that is a scatter of about 0.015 MV/cm in field.

If the bias is removed at the start, the stored charge alone gives 2.5 MV/cm. The triangle ends at 3.1 V/8 nm = 3.875 MV/cm, so this retention state lies outside the law. There B/F is 96.7, while the trapezoid gives S = 76.2. The triangular formula would underestimate the transmission by a factor of order 10⁹.

COMPARISON WITH REAL DEVICES

The thickness, barrier, mass, coupling and starting field are rough typical values for a silicon memory cell; the 100 nm side is large for a modern one. Holding the bias for 10⁸ s is not normal operation, and fields of 10 to 11 MV/cm are close to the breakdown field of silica and can be held only briefly. The model also omits injection from the control gate. As V rises, the drop across the control dielectric grows from 2 V to about 6 V, and the decay stops where the two currents balance. Take the same current law and C_c = 1.5 C_t in silica. A control layer of the tunnel area (5.3 nm) stalls the field at 7.5 MV/cm, where the gate charge is zero. Layers of 10, 12 and 15 nm with correspondingly larger area stall it at 5.6, 5.0 and 4.4 MV/cm. The late entries of the table therefore require a thick control dielectric. Real devices also depart from the model in the barrier and in the emitter. The following changes keep the starting field and geometry fixed, and refer to the model value of 7.42 MV/cm at 1 s.

An image force from one perfect-metal electrode, with permittivity ratio 2.1, multiplies the current at that field by 14 through the exponent alone and lowers the field at 1 s to 6.86 MV/cm (6.87 when the change of D is included). If the electrode is treated as a dielectric of permittivity ratio 11.7, the factor is about 7. A silicon emitter at 300 K has a shallow Fermi sea. With flat bands, 10²⁰ electrons per cm³, two valleys of masses 0.92 along the normal and 0.19 across it, and reflection by the velocity mismatch, the current factor is 0.26 and the field becomes 7.79 MV/cm. This is an idealized (100) face. The oxide field accumulates electrons at the surface, and a classical estimate bends the bands by about 0.13 eV at 7.4 MV/cm. The factor is then about 0.9 if φ is held fixed (field 7.46 MV/cm) and about 7 if the band offset is held fixed (field near 7.0 MV/cm), so even the sign of the shift depends on how the barrier is defined. Polysilicon grains have other orientations; with k conserved, a tilt of 10° already lowers the transmission at the valley centre by a factor of about 70 at 7.42 MV/cm (about 24 at 10 MV/cm). A sheet of 10¹² trapped electrons per cm² at mid-oxide gives a mean oxide field of 7.64 MV/cm, with 7.40 on the emitter side of the sheet. The mean is about 7.52 for a sheet 1 nm from the gate and about 7.53 for one at 6 nm. Multiplying the three factors, with the flat-band emitter, gives 7.37 MV/cm, and a single barrier containing both image force and trapped sheet gives 7.36; this closeness to the model is a cancellation, not a confirmation. Raising the barrier by 0.1 eV gives 7.78 MV/cm, as expected from the late-time proportionality of F to B and hence to φ^{3/2}.

These shifts are modest because a current factor g, if constant, replaces τ by τ/g and lowers a late field by roughly (F²/B) ln g. For g = 14 the estimate is 0.6 MV/cm, against the computed 0.56. The factors do vary with field, so exact linearity of exp(B/F) is lost. At 10⁸ s the flat-band silicon-emitter field agrees with the model's to about 0.001 MV/cm, although the two differ at 1 s. The current factor of this emitter, 0.26 at the model field of 1 s, must therefore have risen to about one at the lower field; that the two curves meet at this particular time is an accident of the chosen inputs.

At 10⁸ s the model current is 8 × 10⁻¹⁶ A/cm². A trap-assisted leakage of the same size would already double the discharge rate, so defects can govern the late stage even when they are negligible at the start. As for wear, a rough charge to breakdown of 10 C/cm² corresponds to 4.5 × 10⁶ erasures of 1 s each. That count includes the erase charge alone and assumes that breakdown depends only on total charge, so it is a scale and not a predicted lifetime. The numerical output below gives the remaining values.

Numbers as computed

```
barrier 3.1 eV, oxide mass 0.42 m_e, kappa 3.9
oxide 8.0 nm, gamma 0.4, gate side 100 nm
start field 10.0 MV/cm, control gate -10.0 V
start charge / total capacitance -2.000 V
A = 4.9724e-07 A/V^2
B = 241.63 MV/cm
q = 5.846 1/nm
energy width D at start 0.0855 eV
state integral / FN current at start 0.9618
tau = 7.185e-15 s
B/F0 = 24.163
t0 = 2.239e-04 s
t (s) | F law, F simulated (MV/cm) | J (A/cm2) | u/u0
0e+00 | 10.0000 10.0000 | 1.595e-03 | 1.0000e+00
1e-04 | 9.8495 9.8495 | 1.070e-03 | 1.4465e+00
1e-03 | 9.3433 9.3433 | 2.548e-04 | 5.4653e+00
1e-02 | 8.6345 8.6345 | 2.605e-05 | 4.5653e+01
1e-01 | 7.9833 7.9833 | 2.272e-06 | 4.4753e+02
1e+00 | 7.4194 7.4194 | 1.966e-07 | 4.4663e+03
1e+08 | 4.7389 4.7389 | 8.024e-16 | 4.4653e+11
largest relative error of exp(B/F) 1.3e-11
slope at 1 s: law -0.5245 MV/cm per decade
slope at 1 s: simulated -0.5245 MV/cm per decade
field at 1 s from start 11 MV/cm: 7.41942 MV/cm
field at 1 s from start 10 MV/cm: 7.41937 MV/cm
late/early growth rate of exp(B/F), F^2: 1.0000
late/early growth rate of exp(B/F), F^3: 0.6982
charge lost in 1 s 2.228 uC/cm2
electrons lost in 1 s 1390
threshold shift size in 1 s 3.441 V
triangular barrier ends at 3.875 MV/cm
law reaches that field at 8.65e+12 s
field with start charge, zero bias 2.500 MV/cm
there: action triangle 96.65, trapezoid 76.22
NEGLECTED EFFECTS: field (MV/cm) at 1 s and 1e8 s
model 7.419 4.739
image force, kappa 2.1: 6.863 4.494
silicon emitter 300 K: 7.790 4.739
trapped 1e+12 /cm2: 7.636 4.861
these three together: 7.366 4.592
barrier higher by 0.1 eV: 7.777 4.969
current factors at the model field of 1 s:
image 13.798, trapped 0.364
silicon emitter 0.262
temperature alone, metal emitter 1.336
emitter doping 1e+20 /cm3, E_F-E_c 0.0652 eV
emitter masses 0.92 and 0.19 m_e
rough charge to breakdown 10 C/cm2
1 s erasures to reach it 4.5e+06
```
